# Subband Coupling by Surface Roughness in a Hard-Wall Metal Film

A calculation of the resistance of a thin metal film has to decide how the strength of surface scattering is assigned to its subbands. One may give every pair of subbands the same coupling and fit it once, or let the coupling vary with the subband numbers and recompute it at each thickness. For electrons confined by infinitely high walls the second choice is required: the coupling between subbands $n$ and $m$ grows as $nm$ and, at fixed $n$ and $m$, falls as $1/d^3$ with the thickness $d$. The law holds to first order in the roughness and between states of equal energy.

Consider independent electrons of isotropic mass $M$ in a film of area $A$, with periodic boundary conditions in the plane. The in-plane position is $\mathbf r$. One wall is flat at $z=0$; the other lies at $z=d+h(\mathbf r)$, so positive $h$ means a locally thicker film. The average of $h$ is absorbed in $d$. Inside, the Hamiltonian is $-(\hbar^2/2M)(\nabla^2+\partial_z^2)$, where $\nabla$ acts in the plane, and the wave function vanishes on both walls. With $h=0$ the states are

$$
\psi_{\mathbf k n}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt A}\,\varphi_n(z),\qquad
\varphi_n(z)=\sqrt{\frac2d}\,\sin\frac{n\pi z}{d},
$$

$$
E_{\mathbf k n}=\frac{\hbar^2k^2}{2M}+\varepsilon_n,\qquad
\varepsilon_n=\frac{\hbar^2\pi^2n^2}{2Md^2}.
$$

The roughness cannot be inserted directly as a small potential. Moving an infinite wall changes the potential by an infinite amount in a thin strip. Where the wall moves outward, the smooth-film states vanish in the strip, and the product of infinity and zero has no value until a limit is specified. Where it moves inward, the states are nonzero in the strip, and the matrix element diverges. The rough and smooth films also occupy different regions, so their states do not obey the same boundary conditions. These difficulties disappear if the rough film is first mapped onto a flat one.

Let $s(\mathbf r)=1+h(\mathbf r)/d$ and define

$$
\zeta=\frac zs,\qquad \psi(\mathbf r,z)=s^{-1/2}\,\chi(\mathbf r,\zeta).
$$

The rough wall is now at $\zeta=d$, where $\chi=0$. The prefactor preserves the norm: since $dz=s\,d\zeta$ at fixed $\mathbf r$,

$$
\int_0^{sd}|\psi|^2dz=\int_0^d s^{-1}|\chi|^2\,s\,d\zeta=\int_0^d|\chi|^2d\zeta .
$$

The ordinary inner product of the flat film can therefore be used for $\chi$. The price is a changed kinetic energy. A derivative in $z$ gives $\partial_z=s^{-1}\partial_\zeta$, hence

$$
\partial_z^2\;\to\; s^{-2}\partial_\zeta^2
=\left(1-\frac{2h}{d}\right)\partial_\zeta^2+O(h^2).
$$

An in-plane derivative is taken at fixed $z$, so it also changes $\zeta$, with $\nabla\zeta=-z\nabla s/s^2=-\zeta\,\nabla s/s$. Differentiating the prefactor as well,

$$
\nabla\psi=s^{-1/2}\left[\nabla-\frac{\nabla s}{s}D\right]\chi,\qquad
D=\zeta\partial_\zeta+\frac12 .
$$

The result has the same form as $\psi$ itself, a function of $\mathbf r$ and $\zeta$ times $s^{-1/2}$, so a second derivative repeats the bracket. To first order $\nabla s/s=\nabla h/d$, and

$$
\nabla^2\;\to\;\left[\nabla-\frac{\nabla h}{d}D\right]^2
=\nabla^2-\frac1d\left(\nabla^2h+2\nabla h\cdot\nabla\right)D+O(h^2).
$$

The term $\nabla^2h$ arises because the left-hand $\nabla$ also differentiates $\nabla h$. Multiplication by $-\hbar^2/2M$ gives the smooth-film Hamiltonian plus

$$
H_1=\frac{\hbar^2}{2M}\left[\frac{2h}{d}\,\partial_\zeta^2
+\frac1d\left(\nabla^2h+2\nabla h\cdot\nabla\right)D\right].
$$

The first term is the change of transverse kinetic energy in a wider film. The second appears because a state that follows a varying wall is deformed from place to place. For $n\ne m$ this second term carries the whole coupling, so a calculation that stretched the film locally but dropped the gradients of $h$ would lose the scattering between subbands.

Now take the matrix element from $(\mathbf k,n)$ to $(\mathbf k',m)$. Write

$$
h(\mathbf r)=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad
h_{\mathbf q}=\frac1A\int h(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^2r .
$$

The in-plane integral selects $\mathbf q=\mathbf k'-\mathbf k$. On this component $\nabla^2h$ gives $-q^2$, and $2\nabla h\cdot\nabla$ gives $2(i\mathbf q)\cdot(i\mathbf k)=-2\mathbf q\cdot\mathbf k$. Because $k'^2=k^2+2\mathbf k\cdot\mathbf q+q^2$, their sum is $k^2-k'^2$. In the first term, $(\hbar^2/2M)\partial_\zeta^2\varphi_n=-\varepsilon_n\varphi_n$. Therefore

$$
\langle\mathbf k'm|H_1|\mathbf kn\rangle
=\frac{h_{\mathbf q}}d\left[-2\varepsilon_n\delta_{nm}
+\frac{\hbar^2}{2M}(k^2-k'^2)D_{mn}\right],
$$

with $D_{mn}=\int_0^d\varphi_mD\varphi_n\,d\zeta$.

For equal subbands, integration by parts gives

$$
\int_0^d\varphi_n\zeta\varphi_n'\,d\zeta
=\frac12\Big[\zeta\varphi_n^2\Big]_0^d-\frac12\int_0^d\varphi_n^2d\zeta=-\frac12 .
$$

The $1/2$ in $D$ cancels this, so $D_{nn}=0$. For $m\ne n$ that $1/2$ contributes nothing, by orthogonality, and

$$
D_{mn}=\frac{2n\pi}{d^2}\int_0^d\zeta\sin\frac{m\pi\zeta}{d}\cos\frac{n\pi\zeta}{d}\,d\zeta .
$$

The product of sine and cosine is half the sum of $\sin[(m+n)\pi\zeta/d]$ and $\sin[(m-n)\pi\zeta/d]$. For any nonzero integer $p$, integration by parts yields

$$
\int_0^d\zeta\sin\frac{p\pi\zeta}{d}\,d\zeta=-\frac{(-1)^pd^2}{p\pi}.
$$

The integers $m+n$ and $m-n$ have the same parity, so both terms carry the sign $(-1)^{n+m}$:

$$
D_{mn}=-(-1)^{n+m}n\left[\frac1{m+n}+\frac1{m-n}\right]
=-(-1)^{n+m}\frac{2nm}{m^2-n^2}.
$$

The denominator does not survive for elastic scattering. Equal total energies require

$$
\frac{\hbar^2}{2M}(k^2-k'^2)=\varepsilon_m-\varepsilon_n
=\frac{\hbar^2\pi^2}{2Md^2}(m^2-n^2).
$$

Insertion cancels $m^2-n^2$ and leaves

$$
\boxed{\;\langle\mathbf k'm|H_1|\mathbf kn\rangle
=-(-1)^{n+m}\frac{\hbar^2\pi^2nm}{Md^3}\,h_{\mathbf k'-\mathbf k}\;}
$$

For $n=m$ the same expression follows from $-2\varepsilon_n/d=-\hbar^2\pi^2n^2/(Md^3)$. This diagonal case has a direct meaning: $d\varepsilon_n/dd=-2\varepsilon_n/d$, so a thicker film lowers the level by just this amount per unit height.

The origin of the factors is seen by writing the result in terms of slopes at the wall. Since $\varphi_n'(d)=(-1)^n\sqrt{2/d}\,(n\pi/d)$,

$$
\langle\mathbf k'm|H_1|\mathbf kn\rangle
=-\frac{\hbar^2}{2M}\varphi_m'(d)\varphi_n'(d)\,h_{\mathbf k'-\mathbf k}.
$$

The wave function vanishes at the wall, so the first quantity that can register a small displacement is its slope. Each slope supplies one subband number, one factor $1/d$ from the transverse wave number and one factor $d^{-1/2}$ from normalization. Two slopes give $nm/d^3$.

Energy conservation is part of the statement. Away from equal energies, the element of the flattened Hamiltonian for $n\ne m$ is the boxed one times

$$
\frac{(\hbar^2/2M)(k^2-k'^2)}{\varepsilon_m-\varepsilon_n}.
$$

It vanishes when $k=k'$ and can even change sign. The golden rule needs the on-shell value alone. A second-order calculation with intermediate states of other energies must keep this factor, together with the second-order part of the flattened Hamiltonian; combining the boxed expression with that part would mix two descriptions.

A finite barrier offers a second route to the same constant. Let the potential be $V_0$ beyond the rough wall. Where $h>0$, a strip of width $h$ changes from $V_0$ to zero; where $h<0$, a strip of width $|h|$ changes from zero to $V_0$. If the wave function hardly varies across the strip, both cases give the element $-V_0\varphi_m(d)\varphi_n(d)h_{\mathbf q}$, now with the states of the finite barrier. Outside, $\varphi_n$ decays as $e^{-\kappa_n(z-d)}$, with $\kappa_n^2=2MV_0/\hbar^2-k_n^2$ and $k_n$ the transverse wave number inside. Continuity of the slope gives $\varphi_n(d)=-\varphi_n'(d)/\kappa_n$, hence

$$
-V_0\varphi_m(d)\varphi_n(d)
=-\frac{V_0}{\kappa_m\kappa_n}\varphi_m'(d)\varphi_n'(d)
\;\to\;-\frac{\hbar^2}{2M}\varphi_m'(d)\varphi_n'(d)
$$

as $V_0\to\infty$. The limits have been taken in a particular order, however. The strip argument needs $\kappa|h|\ll1$, whereas a hard wall has $\kappa\to\infty$ at fixed $h$. The flattening does not use the strip, and so justifies the result for the hard wall itself.

The leading effect of a high but finite barrier also follows. Matching at $z=d$ gives $\tan(k_nd)=-k_n/\kappa_n$, or $k_nd=n\pi-\arctan(k_n/\kappa_n)$. For $k_n\ll\kappa_n$ this becomes $k_n\simeq n\pi/(d+1/\kappa)$, with $\kappa=\sqrt{2MV_0}/\hbar$. For the norm, use $\sin^2(k_nd)=k_n^2/(k_n^2+\kappa_n^2)$ and $\sin(2k_nd)=-2k_n\kappa_n/(k_n^2+\kappa_n^2)$. With amplitude one inside, the inner and outer parts add to

$$
\frac d2+\frac{\kappa_n}{2(k_n^2+\kappa_n^2)}
+\frac{k_n^2}{2\kappa_n(k_n^2+\kappa_n^2)}
=\frac12\left(d+\frac1{\kappa_n}\right).
$$

The normalization and the two wave numbers thus each contain $d+1/\kappa$ in place of $d$, and the element is multiplied by about $[1+1/(\kappa d)]^{-3}$. For the free-electron mass, $d=2$ nm and $V_0=10$ eV, the decay constant is $16.2\ \mathrm{nm}^{-1}$. The estimate is 0.913 of the hard-wall element, and numerically solved barrier states give 0.912 for the pair (1,2). With the flat wall kept infinitely high, the infinite rough wall therefore overstates this coupling by nearly a tenth, a correction that shrinks as the film thickens. If both walls are finite barriers of this height, $d+2/\kappa$ replaces $d+1/\kappa$, the factor is about 0.84, and the overstatement is about a fifth.

If the lower wall is rough too, let $h_t$ and $h_b$ be the outward displacements of the upper and lower walls. To first order their effects add. Reflection of the film exchanges the walls and multiplies $\varphi_n$ by $(-1)^{n+1}$, so the lower wall contributes without the alternating sign:

$$
\langle\mathbf k'm|H_1|\mathbf kn\rangle
=-\frac{\hbar^2\pi^2nm}{Md^3}
\left[h_{b,\mathbf q}+(-1)^{n+m}h_{t,\mathbf q}\right].
$$

With one rough wall the sign can be removed by redefining $\varphi_n$ as $(-1)^n\varphi_n$, and it does not affect golden-rule rates. With two correlated walls it matters. Equal outward displacements cancel the coupling when $n+m$ is odd; a film that bends at constant thickness, $h_b=-h_t$, has no first-order coupling when $n+m$ is even.

The matrix element can be observed as a level splitting. Let the upper wall be $d+a\cos qx$, so that $h_q=h_{-q}=a/2$ and $h_0=0$. Choose $k$ along $x$ such that $(k,n)$ and $(k-q,m)$ have equal energy:

$$
k^2+\frac{\pi^2n^2}{d^2}=(k-q)^2+\frac{\pi^2m^2}{d^2}
\quad\Longrightarrow\quad
k=\frac{q^2+\pi^2(m^2-n^2)/d^2}{2q}.
$$

If no other coupled state is nearly degenerate with them, the two states form a $2\times2$ problem with equal diagonal energies and a coupling $C_{nm}a/2$, where $C_{nm}$ is the boxed element divided by $h_{\mathbf q}$. Its eigenvalues lie at $\pm|C_{nm}|a/2$ about the common energy, so the splitting is

$$
\Delta E=|C_{nm}|\,a=\frac{\hbar^2\pi^2nm\,a}{Md^3}.
$$

Take a model film with the free-electron mass, $d=2$ nm, $q=3\ \mathrm{nm}^{-1}$ and $a=0.002$ nm. Here $\hbar^2/2M=38.10\ \mathrm{meV\,nm^2}$. For the pair (1,2),

$$
C_{12}=\frac{2\times38.10\times\pi^2\times2}{2^3}\ \mathrm{meV/nm}
=188.0\ \mathrm{meV/nm},
$$

and the resonant wave numbers are $k=2.734$ and $k-q=-0.266\ \mathrm{nm}^{-1}$. The predicted splitting is $188.0\times0.002=0.376$ meV. An independent solution of the corrugated film, which superposes waves vanishing on the flat wall and makes their sum vanish on the corrugated one, also gives 0.376 meV. It uses neither the flattening nor perturbation theory.

The other pairs show the dependence on subband number. At the same thickness the direct splittings are 0.188 meV for (1,1), 0.564 meV for (1,3), 0.752 meV for (2,2) and 1.128 meV for (2,3). Divided by the first, they stand as $1:3:4:6$, the products $nm$. For (1,2), thicknesses of 2, 3 and 4 nm give 0.376, 0.111 and 0.047 meV. Doubling the thickness reduces the splitting eightfold, with $q$ held fixed and $k$ adjusted to keep the resonance.

The need for equal energies is also visible in numbers. For $k=1$ and $k'=2\ \mathrm{nm}^{-1}$, the in-plane energy difference is $38.10\times(1-4)=-114.3$ meV, whereas $\varepsilon_2-\varepsilon_1=376.0-94.0=282.0$ meV. The ratio is $-0.405$, and the flattened element per unit height becomes $-0.405\times188.0=-76$ meV/nm. Quadrature of the flattened Hamiltonian gives the same value.

Larger corrugations show how the first-order result begins to fail. At $a=0.01$ nm the direct (1,2) splitting is below the formula by $6.7\times10^{-5}$ of the predicted value; at 0.02 nm the relative deficit is $2.7\times10^{-4}$, four times as large. The quadratic growth follows from symmetry. Moving the origin by half a period changes $a$ to $-a$ and reverses the relative sign of the two resonant states. Their effective coupling is therefore odd in $a$, with a first correction of order $a^3$, while their energies are even and may separate by an amount of order $a^2$. Such a separation adds in quadrature to the coupling. Both effects alter the splitting by a relative amount of order $a^2$. A separation can only widen the splitting, so the observed deficit shows that the correction to the coupling prevails for this pair.

The same amplitudes illustrate the order of limits at the barrier. At $V_0=100\,000$ eV, used here purely as a mathematical limit, $\kappa=1620\ \mathrm{nm}^{-1}$. Even $a=0.002$ nm then gives $\kappa a=3.2$, so the strip argument is no longer justified, although the hard-wall formula describes this corrugation well.

For random roughness, the square of the matrix element enters the scattering rate. Let $S(\mathbf q)=A\langle|h_{\mathbf q}|^2\rangle$ be the roughness spectrum, averaged over surfaces. The golden rule gives the total rate out of $(\mathbf k,n)$,

$$
\frac1{\tau_n}=\frac{2\pi}{\hbar}\sum_m\int\frac{d^2k'}{(2\pi)^2}\,
C_{nm}^2\,S(\mathbf k'-\mathbf k)\,\delta(E_{\mathbf kn}-E_{\mathbf k'm}).
$$

The energy integral supplies $M/(2\pi\hbar^2)$ for each subband open at this energy. With $\bar S_{nm}$ the average of $S$ over the final direction,

$$
\frac1{\tau_n}=\frac{M}{\hbar^3}\sum_mC_{nm}^2\bar S_{nm}
=\frac{\hbar\pi^4n^2}{Md^6}\sum_mm^2\bar S_{nm}.
$$

The factor $d^{-6}$ does not mean that surface scattering in a thick metal film falls as the sixth power of thickness. Electrons at the Fermi energy keep their transverse wave numbers $k_z=n\pi/d$ roughly fixed while $n$ grows with $d$. At fixed wave numbers the matrix element is proportional to $1/d$, since $nm/d^3=(k_zk_z'/\pi^2)/d$. The number of final subbands grows as well, up to $N\simeq k_Fd/\pi$ for Fermi wave number $k_F$. If $S$ is constant over the accessible wave-number changes and $N$ is large, $\sum m^2\simeq N^3/3$, and

$$
\frac1{\tau_n}\simeq\frac{\hbar\pi^4}{Md^6}\,
\frac{k_z^2d^2}{\pi^2}\,\frac{k_F^3d^3}{3\pi^3}\,S
=\frac{\hbar k_z^2k_F^3S}{3\pi Md}.
$$

This has a classical reading. An electron with transverse speed $\hbar k_z/M$ meets the rough wall once in each time $2dM/(\hbar k_z)$. Multiplying the rate by this time gives a scattering probability per encounter of $2k_zk_F^3S/(3\pi)$, independent of thickness. The steep law for individual subbands and the $1/d$ law for the rate are thus consistent. The probability still grows with $k_z$, so electrons travelling nearly parallel to the film scatter least. With the same constant $S$, a common coupling for all subbands would instead give every subband the same rate $1/\tau_n$, and hence a probability per encounter proportional to $1/k_z$.

For scattering by roughness that varies along the film, the first-order result generally requires $|h|n\pi/d\ll1$ for both subbands. The derivation also assumes $|\nabla h|\ll1$, although this second condition is not always necessary: an isolated step can be treated to first order despite its steep edge if $K|h|\ll1$, where $K=\sqrt{2ME}/\hbar$ is the total wave number, equal to $k_F$ at the Fermi energy. For the highest occupied subbands the first condition becomes $k_F|h|\ll1$. With a metallic $k_F$ of roughly $10\ \mathrm{nm}^{-1}$ and an atomic step of roughly 0.2 nm, $k_F|h|$ is about 2. First-order theory is then generally unreliable for scattering by such steps into or out of those subbands, and a thicker film does not cure this. The lowest subbands may still satisfy the first condition, but at an abrupt step this protects only scattering with a small change of in-plane wave number. Their electrons travel along the film with $k\simeq k_F$ and are reflected by the face of the step. The share of the state that meets the face, $2\pi^2n^2|h|^3/(3d^3)$, is $4k^2h^2/3$ times the first-order reflection amplitude $\pi^2n^2|h|/(2k^2d^3)$, so at $k_F|h|\approx2$ the backscattering amplitude exceeds its first-order value several times over. A uniform change of thickness is an exception: it shifts each level linearly as long as $|h|\ll d$, even when $k_F|h|$ is not small. If $S$ is nearly constant, the total rate out of a low subband is affected too, because the factor $m^2$ then gives the high final subbands the largest weight. If $S$ falls off rapidly with the wave-number change, low final subbands can dominate that rate instead. The model also omits the crystal potential and the rearrangement of charge at a displaced surface. In a resistance calculation, the $nm$ law is thus a controlled starting point for shallow roughness; for atomic steps in a metal, where $k_F|h|$ is not small, the scattering should be calculated beyond first order, both for electrons with large $k_z$ and for backscattering in the low subbands. The results of the program are collected in the numerical output below.

## Values computed for the example and the checks

```
hbar^2/(2M) = 38.0998 meV nm^2
thickness d = 2.0 nm
corrugation wave number q = 3.0 nm^-1
corrugation amplitude a = 0.002 nm
subband energy n=1: 94.008 meV
subband energy n=2: 376.030 meV
subband energy n=3: 846.068 meV
resonant (1,2): k = 2.7337, k' = -0.2663 nm^-1
(1,2) element/h_q on shell, quadrature: 188.015 meV/nm
same, off shell at k=1, k'=2 nm^-1: -76.200 meV/nm
Splittings: direct boundary solution against formula
n=1 m=1 d=2 nm: element/h_q -94.008 meV/nm
   direct 0.18801 meV, formula 0.18802 meV
n=1 m=2 d=2 nm: element/h_q 188.015 meV/nm
   direct 0.37603 meV, formula 0.37603 meV
n=2 m=2 d=2 nm: element/h_q -376.030 meV/nm
   direct 0.75206 meV, formula 0.75206 meV
n=1 m=3 d=2 nm: element/h_q -282.023 meV/nm
   direct 0.56411 meV, formula 0.56405 meV
n=2 m=3 d=2 nm: element/h_q 564.045 meV/nm
   direct 1.12808 meV, formula 1.12809 meV
n=1 m=2 d=3 nm: element/h_q 55.708 meV/nm
   direct 0.11142 meV, formula 0.11142 meV
n=1 m=2 d=4 nm: element/h_q 23.502 meV/nm
   direct 0.04700 meV, formula 0.04700 meV
(1,2), a=0.02 nm: direct 3.75930 meV, relative error -2.67e-04
(1,2), a=0.01 nm: direct 1.88003 meV, relative error -6.67e-05
error ratio on halving a: 4.000
Finite barrier, (1,2), d = 2 nm: element relative to hard wall
V0=10 eV: kappa 16.20 nm^-1, ratio 0.91233, estimate 0.91285
V0=1000 eV: kappa 162.01 nm^-1, ratio 0.99080, estimate 0.99080
V0=100000 eV: kappa 1620.09 nm^-1, ratio 0.99907, estimate 0.99907
```
